Scaling the Kuramoto-Sivashinsky equation of a growing step

An isolated atomic step runs along x on a crystal surface and advances towards +z as it collects adatoms. Its position is z = Vt + ζ(x,t), where V is the speed of the straight step. Adatoms arrive at rate F per area, diffuse with coefficient D and desorb after a mean time τ, so the desorption length is x_s = √(Dτ). The step takes adatoms from the lower terrace, z > ζ, and none from the upper one; part (g) relaxes this. Lengths are in nm, times in s or h, and energies in eV.

**(a) Find the speed of the straight step and the growth rate of a small ripple.**

Solution. Let the adatom density c adjust quickly compared with the step's motion. Then D∇²c − c/τ + F = 0, and u = c − Fτ obeys

x_s² ∇²u = u.

A protruding part of the step has curvature κ > 0, with κ ≈ −ζ_xx for small slopes. Local equilibrium at the step is c = c_eq(1 + Γκ), where Γ = γΩ/kT, γ is the step stiffness and Ω the area per atom. With Δ = Fτ − c_eq,

u = −Δ + c_eq Γκ at the step.

The density rises away from a growing step, so the diffusion current runs into it, and the normal speed is ΩD ∂u/∂n. This neglects the adatoms the step sweeps over, a fraction Ωc of those it incorporates.

Measure z from the moving straight step. The straight solution that decays far away is u = −Δ exp(−z/x_s), and its slope at z = 0 gives

V = ΩDΔ/x_s.

Now let ζ be proportional to exp(iqx + ωt). The added density must decay with z and satisfy the diffusion equation:

u = −Δ exp(−z/x_s) + Bζ exp(−Kz), K = √(1/x_s² + q²).

At z = ζ, to first order, the boundary condition reads

−Δ + Δζ/x_s + Bζ = −Δ + c_eq Γq²ζ,

so B = c_eq Γq² − Δ/x_s. The speed along z is ΩD(u_z − ζ_x u_x). The second term is of second order in ζ, and the first is

u_z = Δ/x_s − Δζ/x_s² − KBζ.

The part proportional to ζ gives ω:

ω = ΩD[(Δ/x_s)(K − 1/x_s) − K c_eq Γq²].

The first term is destabilizing: a protrusion reaches into denser adatom gas. The second is the capillary cost of curvature.

**(b) Obtain the equation for long ripples close to the instability threshold.**

Solution. For qx_s ≪ 1,

K = 1/x_s + x_s q²/2 − x_s³q⁴/8 + …

The drive term becomes Δq²/2 − Δx_s²q⁴/8, and the capillary term becomes −c_eq Γ(q²/x_s + x_s q⁴/2). Collecting powers,

ω = aq² − bq⁴,

a = ΩD(Δ/2 − c_eq Γ/x_s),

b = ΩD(Δx_s²/8 + c_eq Γx_s/2).

Thus a > 0 requires Δ > Δ_c = 2c_eq Γ/x_s, whereas b is positive for any growing step. In real space q² stands for −∂²/∂x² and q⁴ for ∂⁴/∂x⁴.

The leading nonlinearity follows from a straight step tilted to slope p = ζ_x. The surface is taken as isotropic, so its normal speed is still V, and its speed along z is

V√(1 + p²) = V + Vp²/2 − Vp⁴/8 + …

The first term is absorbed by the moving frame. Hence

ζ_t = −aζ_xx − bζ_xxxx + (V/2)ζ_x².

To see which terms may be dropped, write Δ = (1 + ε)Δ_c with ε ≪ 1. Then a is of order ε while b and V stay finite. Balancing the terms gives lengths of order ε^(−1/2), times of order ε^(−2) and amplitudes of order ε. Every kept term is of order ε³. Translation along z forbids terms containing undifferentiated ζ, and reflection of x forbids an odd number of x derivatives. The next terms, a sixth derivative of ζ and quadratic terms with four derivatives, are of order ε⁴, and ζ_x⁴ is of order ε⁶. The equation is therefore the leading order near threshold.

The factor V/2 was also tested by solving the diffusion problem on a curved step of amplitude 0.2x_s with qx_s = 0.05. The second-order gain in mean speed was 0.998 times V⟨ζ_x²⟩/2, where ⟨…⟩ is the average over x.

**(c) Let the step have period L. Choose units of length, time and amplitude that remove a, b and V. Are these units unique, and what remains?**

Solution. Put x = x₀X, t = t₀T and ζ = h₀H(X,T). Each derivative contributes its unit:

ζ_t = (h₀/t₀)H_T, ζ_xx = (h₀/x₀²)H_XX,

ζ_xxxx = (h₀/x₀⁴)H_XXXX, ζ_x² = (h₀²/x₀²)H_X².

Insert these and multiply by t₀/h₀:

H_T = −(at₀/x₀²)H_XX − (bt₀/x₀⁴)H_XXXX + (Vh₀t₀/x₀²)H_X²/2.

Require all three brackets to equal one. Dividing the second condition by the first gives b/(ax₀²) = 1, so x₀² = b/a. The first then gives t₀ = x₀²/a, and the third gives h₀ = x₀²/(Vt₀). Therefore

x₀ = √(b/a), t₀ = b/a², h₀ = a/V.

In logarithms, the conditions are three linear equations for ln x₀, ln t₀ and ln h₀. Their coefficient rows are (−2, 1, 0), (−4, 1, 0) and (−2, 1, 1). The determinant is (−2)(1) − (1)(−4) = 2, which is not zero, so the positive units are unique. The scaled problem is

H_T = −H_XX − H_XXXX + H_X²/2,

H(X + Λ, T) = H(X, T), Λ = L/x₀ = L√(a/b).

No coefficient is left in the equation, and the boundary condition contains Λ alone. The speed V has dropped out of Λ: for given a and b, it affects how high the ripples grow, not how many fit on the step. Changing the adatom supply changes V and a together, and so does change Λ.

**(d) Could a cleverer choice of units remove Λ as well? What does Λ decide?**

Solution. Λ can be moved. With θ = 2πX/Λ, ν = (2π/Λ)² and s = νT, each X derivative brings a factor √ν, and

νH_s = −νH_θθ − ν²H_θθθθ + νH_θ²/2.

Division by ν gives a fixed period 2π, but the parameter reappears in the equation:

H_s = −H_θθ − νH_θθθθ + H_θ²/2.

To show that it cannot be removed, take the ripple with n waves per period. Its scaled wavenumber is 2πn/Λ, so its linear growth rate is n²ν − n⁴ν². The ratio of the rates for n = 2 and n = 1 is

R = (4ν − 16ν²)/(ν − ν²) = 4(1 − 4ν)/(1 − ν), ν ≠ 1.

A change of units multiplies both rates by the same factor and leaves R unchanged. Solving for ν gives ν = (4 − R)/(16 − R), so R determines ν and hence Λ. Two steps with different Λ are therefore not rescaled copies of each other.

A ripple grows when n²ν < 1, that is, when n < Λ/2π. The straight step is linearly unstable for Λ > 2π. For Λ < 2π it is stable even against large disturbances within this equation. To see this, let w = H_X, which obeys

w_T = −w_XX − w_XXXX + ww_X.

Multiply by w and integrate over a period. The nonlinear term is the derivative of w³/3 and integrates to zero. Integration by parts of the others gives

½ d/dT ∫w² dX = ∫w_X² dX − ∫w_XX² dX.

Since w_X is periodic with zero mean, its smallest wavenumber is 2π/Λ, and ∫w_XX² dX ≥ ν∫w_X² dX. The right side is at most (1 − ν)∫w_X² dX. For Λ < 2π we have ν > 1. The same argument applied to w gives ∫w_X² dX ≥ ν∫w² dX, so ∫w² dX decays exponentially.

On a long step the fastest ripple follows from maximizing k² − k⁴ over k². This gives k² = 1/2 and rate 1/4. In physical units its wavelength is 2π√2 x₀, and its amplitude grows by a factor e in a time 4t₀.

**(e) Under what conditions is Λ the sole deterministic control parameter?**

Solution. The coefficients must be constant, with a and b positive and V nonzero. If V is negative, h₀ = a/V is negative too, and H is the mirrored profile. This case needs another source of instability: in the model of (a), a receding step has Δ < 0 and therefore a < 0. If V = 0, the equation is linear and h₀ is free; growing ripples are then not limited. If a is negative, the second-derivative term changes sign and no choice of positive units restores the unstable equation.

The initial shape is a separate input. Two steps with equal Λ follow the same scaled history if ζ(x₀X, 0)/h₀ is the same function of X for both. Long-time averages agree if the two starts lead to the same long-time state, which scaling alone does not guarantee.

Averaging the scaled equation over X removes the linear terms, and

d⟨H⟩/dT = ⟨H_X²⟩/2.

Within this long-wave equation, a rippled step thus advances faster on average than a straight one; the result does not extend to ripples much shorter than those considered here. For a given long-time state, the excess speed is (h₀/t₀) times a number depending on Λ, and the rms height is h₀ times another.

Additional physics brings additional parameters. If broken reflection symmetry adds gζ_xxx, its scaled coefficient is

gt₀/x₀³ = g(b/a²)(a/b)^(3/2) = g/√(ab).

If random noise η is added, with ⟨η(x,t)η(x′,t′)⟩ = 2Nδ(x − x′)δ(t − t′), the scaled noise is (t₀/h₀)η. The delta functions contribute 1/(x₀t₀), so the scaled strength is

N* = N(t₀²/h₀²)/(x₀t₀) = Nt₀/(h₀²x₀).

**(f) Evaluate the scales for a hot surface and compare steps with L = 20 µm and 72 µm.**

Solution. The inputs are rough values for Si(111) near 1600 K: kT = 0.1379 eV, Ω = 0.064 nm², γ = 0.2 eV/nm, x_s = 2000 nm and an equilibrium desorption rate of 3 per site per second. The drive is chosen as ε = 0.25. Then

Γ = 0.2 × 0.064/0.1379 = 0.0928 nm,

ΩDc_eq = 3 × 2000² = 1.2×10⁷ nm²/s.

The second line holds because the desorption rate per site is Ωc_eq/τ and D = x_s²/τ. The threshold supersaturation is σ_c = Δ_c/c_eq = 2Γ/x_s = 9.28×10⁻⁵, and the one used is σ = 1.25σ_c = 1.16×10⁻⁴. The formulas of (a) and (b) give

V = 1.2×10⁷ × 1.1605×10⁻⁴/2000 = 0.696 nm/s,

a = 139 nm²/s, b = 1.81×10⁹ nm⁴/s.

Hence

x₀ = √(1.8103×10⁹/139.25) = 3606 nm,

t₀ = 1.8103×10⁹/139.25² = 9.34×10⁴ s = 25.9 h,

h₀ = 139.25/0.69627 = 200 nm.

The critical length 2πx₀ is 22.7 µm. The 20 µm step has Λ = 5.55 < 2π and, in the noise-free equation, must become straight. In a numerical solution its rms H had fallen to rounding level by T = 100. The 72 µm step has Λ = 19.97, and Λ/2π = 3.18, so ripples with one, two and three waves per period grow. The fastest wavelength on a long step is 32.0 µm, with a growth time of 104 h.

The scaling was tested at Λ = 19.97 by integrating in physical units up to T = 30. The start was H = 0.1 cos θ + 0.07 sin 2θ + 0.03 cos(3θ + 0.4). One run used the coefficients above, the other a = 3, b = 50 and V = 0.7 in consistent units. After scaling, both agreed with a separate integration of the scaled equation to about 4×10⁻⁸ of its rms height. Raising b by half at fixed L, with the same scaled start as a function of θ, lowered Λ to 16.3 and changed the final profile, compared point by point, by 87% of that rms height; part of this difference is a sideways shift. The ratio R fell from 2.68 to 1.91.

For the long-time state, averages were taken from T = 200 to 400. The start above gave an rms H of 1.83 and a scaled excess speed of 0.747. A second start, 0.2 sin θ + 0.04 cos(2θ + 1) + 0.09 sin(3θ + 0.3), gave 1.85 and 0.746. This window is short: the rms height moves by about 1% with the window and the start. Averaged from T = 1400 to 2000, both starts give 1.84 and 0.745. In physical units,

rms height ≈ 1.83 × 200 nm ≈ 0.37 µm,

excess speed ≈ 0.747 × 200 nm/(9.34×10⁴ s) ≈ 0.0016 nm/s.

The excess is about 0.2% of V. The time T = 400 corresponds to more than a year of growth, so these averages describe the equation, not a practicable experiment.

**(g) How well would a real surface satisfy the model?**

Solution. First let the upper terrace feed the step through an edge resistance, expressed as a length d. On that side the boundary condition is u + d u_z = −Δ + c_eq Γκ, and the solution decays towards negative z:

u = −U exp(z/x_s) + Cζ exp(Kz).

With P = 1 + d/x_s, the orders ζ⁰ and ζ¹ give

U = Δ/P, C = (c_eq Γq² + Δ/x_s)/(1 + Kd).

The upper side adds −ΩDu_z to the speed, hence to ω the amount

ΩD[U/x_s² − K(c_eq Γq² + Δ/x_s)/(1 + Kd)].

The derivative of K/(1 + Kd) with respect to K is 1/(1 + Kd)², and K − 1/x_s ≈ x_s q²/2. The terms without q cancel, and the q² term is −ΩD[Δ/(2P²) + c_eq Γ/(x_s P)]q². Adding it to the lower-side result,

a = ΩD(1 + 1/P)[(Δ/2)(1 − 1/P) − c_eq Γ/x_s].

Since 1 − 1/P = d/(x_s + d), the threshold becomes

σ_c = 2Γ(1/x_s + 1/d).

For d → ∞ this is the earlier result. For d → 0 the threshold diverges: the two terraces' effects on a protrusion cancel, and only capillarity remains. At the supersaturation used in (f), instability needs 1.25d/(x_s + d) > 1, or d > 4x_s = 8 µm.

The example borrows its scales from silicon, but nothing here shows that real silicon meets this condition. For a hop length of 0.38 nm and an extra edge barrier E, d = 0.38 nm × [exp(E/kT) − 1]. Reducing the upper flux to a tenth of the lower one requires d = 9x_s and E ≈ 1.5 eV. A barrier of 0.3 eV, for example, gives only d ≈ 3 nm, far shorter than x_s. The effect is large: d = x_s/100 raises σ_c by a factor of 101, and the step of part (f) would be stable. The wavelengths and times found there illustrate the scaling and do not predict silicon meanders.

Temperature control is equally severe. With a rough sublimation energy of 4.5 eV, the equilibrium flux changes by E_sub/kT² = 2.0% per kelvin. The margin σ − σ_c is 2.3×10⁻⁵, so at fixed F, x_s and Γ a rise of

2.3×10⁻⁵/0.0204 K⁻¹ ≈ 1.1 mK

removes the instability. Constant coefficients are thus a demanding assumption this close to equilibrium.

Thermal noise is not negligible either. At equilibrium, capillarity gives ζ_t = mζ_xx + η with m = ΩDc_eq Γ/x_s = a/ε = 557 nm²/s. A Fourier mode then has variance N/(Lmq²). Equipartition of the energy (γ/2)∫ζ_x² dx requires kT/(Lγq²), so N = mkT/γ. Using this equilibrium strength for the growing step,

N = 557 × 0.1379/0.2 ≈ 384 nm³/s,

N* = 384 × 9.34×10⁴/(200² × 3606) ≈ 0.25.

This is a second control parameter of appreciable size. Summing the equilibrium variances over all nonzero q gives kTL/(12γ), an rms wander of 64 nm on the 72 µm step. A growing step responds more strongly, because the drive nearly cancels the capillary damping of long ripples. With N* = 0.25 added to the scaled equation, the stable 20 µm step wanders by about 100 nm rms, against 34 nm at equilibrium. On the 72 µm step the rms height rises from the deterministic 0.37 µm to about 0.48 µm, and the scaled excess speed from 0.75 to about 1.0.

The remaining corrections differ widely in size. The unexpanded growth rate of (a) peaks 5.5% above the fourth-order formula, at a wavelength 4% shorter, but the error is larger near the cutoff: on the 72 µm step, the ripple with three waves grows 1.7 times as fast as the formula gives. The critical length becomes 21.5 µm instead of 22.7 µm, so the 20 µm step is still stable, but its longest ripple decays only half as fast. Using the unexpanded rate in the long runs, with the nonlinear term unchanged, lowers the excess speed by roughly a fifth. The tilt expansion is more accurate: the largest slope in the averaging interval was 0.16, where Vp²/2 differs from the full tilt expression by 0.6% of itself. Neighbouring steps 20 µm apart overlap by exp(−10) ≈ 5×10⁻⁵. Fast adjustment of the adatoms requires Vx_s/D = Ωc_eq σ ≪ 1; an assumed coverage Ωc_eq = 0.1 gives 1.2×10⁻⁵. At that coverage the swept adatoms neglected in (a) matter more: including them divides V, a and b by 1 − Ωc_eq = 0.9, which leaves x₀, h₀ and Λ unchanged and shortens t₀ by a tenth. This holds for the one-sided step. With a finite edge resistance, the swept adatoms replace d by (1 − Ωc_eq)d in σ_c, so the condition d > 4x_s becomes d > 4.4x_s and the factor 101 becomes 112. The quadratic terms with four derivatives are of relative order ε and are not negligible here: for a single small sinusoidal ripple of the fastest wavelength, the full diffusion problem of (a) gives a second-order gain in mean speed about 10% below V⟨ζ_x²⟩/2.

The numerical output lists most of the values used here.

Values computed for the example and the checks

```
Temperature: 1600 K
Thermal energy kT: 0.13788 eV
Area per atom: 0.064 nm^2
Step stiffness: 0.2 eV/nm
Desorption length x_s: 2000 nm
Equilibrium desorption rate: 3 1/s per site
Drive above threshold eps: 0.25
Capillary length Gamma: 0.092836 nm
Omega D c_eq: 1.2e+07 nm^2/s
Threshold supersaturation: 9.2836e-05
Used supersaturation: 0.00011605
Coefficient a: 139.25 nm^2/s
Coefficient b: 1.8103e+09 nm^4/s
Straight-step speed V: 0.69627 nm/s
Length scale x0: 3605.6 nm
Time scale t0: 93354 s
Time scale t0: 25.932 h
Height scale h0: 200 nm
Scale determinant: 2
Long step L: 72000 nm
Long step Lambda: 19.969
Short step L: 20000 nm
Short step Lambda: 5.547
Critical L = 2 pi x0: 22654 nm
Growing Fourier wavenumbers, long step: 3
Fastest wavelength: 32038 nm
Fastest growth time 4 t0: 103.73 h
Rate ratio mode 2 / mode 1: 2.6815
Same ratio with b raised by half: 1.9072
Collocation / predicted nonlinear coefficient: 0.99836
Relative mismatch, example coefficients: 4.1e-08
Relative mismatch, second coefficients: 4.2e-08
Relative shape change at other Lambda: 0.872
Start 1, mean-square-averaged rms H: 1.832
Start 1, rms step height: 366.5 nm
Start 1, scaled excess speed: 0.747
Start 1, excess speed: 0.0016 nm/s
Start 2, mean-square-averaged rms H: 1.849
Start 2, rms step height: 369.7 nm
Start 2, scaled excess speed: 0.7459
Start 2, excess speed: 0.001598 nm/s
Short step final rms H: 1.2e-17
Full linear / KS maximum growth rate: 1.055
Full linear fastest wavelength: 30781 nm
Scaled thermal noise strength: 0.249
Equilibrium thermal rms wander on L: 64.3 nm
Largest physical slope: 0.158
Relative slope-term error at that slope: 0.0062
Sublimation energy, rough: 4.5 eV
Equilibrium flux change: 2.04 percent/K
Temperature rise that removes instability: 1.14 mK
Edge barrier for upper/lower flux 0.1: 1.48 eV
Neighbour overlap at 20 um spacing: 4.5e-05
Quasi-static parameter V x_s/D at coverage 0.1: 1.2e-05
Third-derivative coefficient for scaled value 0.1: 5.02e+04 nm^3/s
```
